\section*{The proton–hydride ion pair as a heavy Rydberg system}

\section*{Problem}

A proton and a hydride ion, $\mathrm{H^+}$ and $\mathrm{H^-}$, attract each other like the nucleus and electron of a hydrogen atom, but both partners are heavy. Let $B>0$ be the binding energy measured down from the limit of two free ions at rest.

\begin{enumerate}
\item[(a)] Find the reduced mass of the pair.
\item[(b)] Find the effective principal number, the level spacing and the period of the radial motion at given $B$. Evaluate them for $B=10$, $100$, $1000$ and $10000~\mathrm{cm^{-1}}$, and compare with an electron at the same binding.
\item[(c)] Estimate how much the unknown forces at short distance change the spacing and the period.
\item[(d)] What changes when the pair rotates, and which covalent states of the molecule can interfere?
\end{enumerate}

Treat the motion without relativity. Formulas are in atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$); results are given in $\mathrm{cm^{-1}}$, picoseconds and bohr.

\section*{Solution}

\subsection*{(a) Reduced mass}

Let $M=1836.15267$ be the proton mass in electron masses. The hydride ion has mass $M+2$ if the tiny mass equivalent of its binding energy is dropped. In the centre-of-mass frame the ions have opposite momenta of equal size $p$, so the kinetic energy is $p^2/2M+p^2/2(M+2)=p^2/2\mu$, with
\begin{equation}
\mu=\frac{M(M+2)}{2M+2}=\frac{(M+1)^2-1}{2(M+1)}
=\frac{M+1}{2}-\frac{1}{2(M+1)} .
\end{equation}
The last term is about $0.0003$, and $\mu=918.5761$. The reduced mass is very nearly half the mass of a hydrogen atom.

\subsection*{(b) Levels, spacing and period}

As long as the ions act as point charges, the relative motion has the Hamiltonian $H=-\nabla_R^2/(2\mu)-1/R$. Set $R=\rho/\mu$. Then $\nabla_R^2=\mu^2\nabla_\rho^2$ and $1/R=\mu/\rho$, so
\begin{equation}
H=\mu\left(-\tfrac12\nabla_\rho^2-\frac1\rho\right),\qquad
E_n=-\frac{\mu}{2n^2},
\end{equation}
because the bracket is the hydrogen Hamiltonian with a fixed nucleus, whose levels are $-1/(2n^2)$. The rotational quantum number $J$ plays the part of the orbital one, with $J\le n-1$. As a numerical test, eigenvalues of the discretized radial equation were counted below trial energies. The count places the levels $n=100$ and $317$ for $J=0$, and $n=317$ for $J=132$, within $0.05$ of their integer values.

At a given binding, define the effective principal number $\nu$ by $B=\mu/(2\nu^2)$:
\begin{equation}
\nu=\sqrt{\frac{\mu}{2B}} .
\end{equation}
It need not be an integer, since short-range forces displace the levels from the Coulomb positions. The local spacing follows from $E=-\mu/(2\nu^2)$ and $\mu/\nu^2=2B$:
\begin{equation}
D=\frac{dE}{d\nu}=\frac{\mu}{\nu^3}=\frac{2B}{\nu}
=\frac{(2B)^{3/2}}{\sqrt\mu} .
\label{eq:D}
\end{equation}
The derivative replaces a finite difference. For two Coulomb levels centred on $\nu$ the difference is
\begin{equation}
\frac\mu2\left[\frac1{(\nu-\frac12)^2}-\frac1{(\nu+\frac12)^2}\right]
=\frac{\mu\nu}{(\nu^2-\frac14)^2}
\simeq D\left(1+\frac1{2\nu^2}\right),
\end{equation}
so the relative error of $D$ is about $5\times10^{-6}$ at $\nu\approx317$.

For the classical period, let $L$ be the angular momentum and $a=1/(2B)$. Energy conservation, multiplied by $2R^2/\mu$, gives
\begin{equation}
R^2\dot R^2=\frac1\mu\left(2R-\frac{R^2}{a}-\frac{L^2}{\mu}\right).
\end{equation}
Define the eccentricity $e$ by $L^2=\mu a(1-e^2)$ and put $R=a(1-e\cos\eta)$. Then $2R-R^2/a=a(1-e^2\cos^2\eta)$. After subtraction of $L^2/\mu=a(1-e^2)$, the bracket becomes $ae^2\sin^2\eta$. On the outward half of the orbit, $R\dot R=\sqrt{a/\mu}\,e\sin\eta$, while $dR=ae\sin\eta\,d\eta$. Hence
\begin{equation}
dt=\frac{dR}{\dot R}=\sqrt{\mu a}\,R\,d\eta
=\sqrt{\mu a^3}\,(1-e\cos\eta)\,d\eta .
\label{eq:kepler}
\end{equation}
One period is $\eta$ running over $2\pi$, so
\begin{equation}
T=2\pi\sqrt{\mu a^3}=\frac{2\pi\sqrt\mu}{(2B)^{3/2}}=\frac{2\pi}{D} .
\end{equation}
The period does not depend on $L$. For $J=0$ we take the radial orbit, $e=1$, which reaches out to $R=2a=1/B$ whatever the mass.

Take $B=1000~\mathrm{cm^{-1}}$. With $1$ hartree $=219474.6~\mathrm{cm^{-1}}$ this is $4.55634\times10^{-3}$ hartree, and
\begin{align}
\nu&=\sqrt{\frac{918.5761}{2\times4.55634\times10^{-3}}}=317.5,\\
D&=\frac{2\times1000}{317.49}~\mathrm{cm^{-1}}=6.30~\mathrm{cm^{-1}},\\
T&=\frac{2\pi\times219474.6}{6.299}\times2.418884\times10^{-5}~\mathrm{ps}
=5.30~\mathrm{ps}.
\end{align}
In the last line the fraction is $2\pi/D$ in atomic time units, and the final factor is that unit in picoseconds. The four cases are:

\begin{center}
\begin{tabular}{rrrrrr}
$B$ & $\nu$ & $D$ & $T$ & $1/B$ & $f$ \\
$\mathrm{cm^{-1}}$ & & $\mathrm{cm^{-1}}$ & ps & bohr & \% \\
\hline
10 & 3175 & 0.00630 & 5295 & 21947 & 0.0004 \\
100 & 1004 & 0.199 & 167 & 2195 & 0.013 \\
1000 & 317.5 & 6.30 & 5.30 & 219 & 0.42 \\
10000 & 100.4 & 199 & 0.167 & 21.9 & 15.5
\end{tabular}
\end{center}

The columns $\nu$, $D$ and $T$ are the pure Coulomb estimate. The column $f$ measures its sensitivity to short-range forces and is derived in part (c). A tenfold increase of $B$ divides $\nu$ by $\sqrt{10}$, multiplies $D$ by $10^{3/2}$ and divides $T$ by the same factor.

An electron bound by $1000~\mathrm{cm^{-1}}$ to a heavy unit charge has $\nu=10.5$, $D=191~\mathrm{cm^{-1}}$ and $T=0.175$ ps. The ion pair has a principal number and a period larger by $\sqrt\mu=30.3$, and a spacing smaller by that factor, in an orbit of the same size. Heavy particles at the same potential and kinetic energy move more slowly and have a shorter de Broglie wavelength. The first fact lengthens the period, the second puts more nodes into the same distance.

\subsection*{(c) What short distances change}

At small $R$ the hydride ion is not a point charge and the ionic state mixes with covalent ones. To find the scale of the effect for $J=0$, replace this region by a hard wall at $R_c=10$ bohr. The wall is a model, not the potential of the hydrogen molecule.

With $p=\sqrt{2\mu(1/R-B)}$, the semiclassical quantization condition is
\begin{equation}
2\int_{R_c}^{1/B}p\,dR=2\pi(k+c),
\end{equation}
where $k$ counts the levels and $c$ is a constant from the reflections at the two ends. Differentiate with respect to $E=-B$. The moving outer end contributes nothing because $p=0$ there, and $\partial p/\partial E=\mu/p=1/v$, with $v$ the radial speed. The left side becomes the time of a round trip between wall and turning point, so the new spacing is $dE/dk=2\pi/T_{\rm wall}$.

The wall removes the time spent inside $R_c$. By Eq.~\eqref{eq:kepler} with $e=1$, the time from $R=0$ to $R_c$ is $\sqrt{\mu a^3}(\eta_c-\sin\eta_c)$, where $\cos\eta_c=1-R_c/a$. It is saved once inward and once outward. As a fraction of $T$ this is
\begin{equation}
f=\frac{\eta_c-\sin\eta_c}{\pi},\qquad
T_{\rm wall}=T(1-f),\qquad D_{\rm wall}=\frac{D}{1-f}.
\end{equation}
For $BR_c\ll1$, the expansions $\eta_c\simeq2\sqrt{BR_c}$ and $\eta_c-\sin\eta_c\simeq\eta_c^3/6$ give
\begin{equation}
f\simeq\frac{4}{3\pi}(BR_c)^{3/2}.
\end{equation}
The time spent inside tends to a constant as $B\to0$, while the period grows as $B^{-3/2}$. This is why the Coulomb spacing improves towards the limit. The size of $f$ depends on the chosen radius, roughly as $R_c^{3/2}$. Part (d) finds a covalent crossing near 36 bohr, and a wall placed there would give $f=3.0\%$ at $1000~\mathrm{cm^{-1}}$ instead of $0.42\%$. The tabulated $f$ is a scale for $R_c=10$ bohr, not a bound for the molecule.

Diagonalizing the radial equation with the wall tests these formulas. Near $1000~\mathrm{cm^{-1}}$, a pair of neighbouring levels centred at $997.59~\mathrm{cm^{-1}}$ is $6.3028~\mathrm{cm^{-1}}$ apart. At that centre $D=6.2766$ and $D/(1-f)=6.3029~\mathrm{cm^{-1}}$. The last digits carry the grid error: the converged centre and gap are $997.57$ and $6.3027~\mathrm{cm^{-1}}$. Near $10000~\mathrm{cm^{-1}}$ the gap is $235.2~\mathrm{cm^{-1}}$, against $198.9$ from $D$ and $235.3$ from $D/(1-f)$. In the last row of the table, then, the Coulomb spacing is only a rough guide: the wall raises it by 18\% of its value. Real short-range forces can also hold the ions longer than the Coulomb force would, in which case the correction has the opposite sign.

The effect on the level number is much larger than the effect on the spacing. For small $B$, the wall removes from $k$ the amount
\begin{equation}
\frac1\pi\int_0^{R_c}\sqrt{\frac{2\mu}{R}}\,dR
=\frac{2}{\pi}\sqrt{2\mu R_c}\approx86 .
\end{equation}
A level with $\nu\approx317$ is therefore not the 317th level of the wall model, nor need it be the 317th vibrational level of a real molecule. The number $\nu$ expresses the binding. A shift between $\nu$ and the level count that does not vary with energy drops out of the spacing, however large it is.

The period can be seen in a wave packet. Near its centre the energies are $E_0+jD$ with integer $j$, apart from curvature, so at $t=2\pi/D$ the components are again in phase. A packet of wall-model levels around $1000~\mathrm{cm^{-1}}$, with a standard deviation of $10~\mathrm{cm^{-1}}$ in energy, first returns after $5.275$ ps. The prediction $T(1-f)$ is $5.273$ ps, and the pure Coulomb period is $5.295$ ps.

The return probability is $0.989$. The loss can be estimated from the curvature $d^2E/d\nu^2=-3\mu/\nu^4=-3D/\nu$. After one period it leaves a phase of size $\tfrac12(3D/\nu)j^2(2\pi/D)=3\pi j^2/\nu$. For small phases the loss is their variance. With a Gaussian spread $\sigma=10/6.30=1.59$ in $j$, the variance of $j^2$ is $2\sigma^4$, and the loss is $2\sigma^4(3\pi/\nu)^2\approx0.011$, as found.

\subsection*{(d) Rotation and covalent states}

\paragraph{Rotation.} The closest approach is $R_p=a(1-e)$. From $L^2=\mu a(1-e)(1+e)$ and $1+e=2-R_p/a$,
\begin{equation}
L^2=\mu R_p\left(2-\frac{R_p}{a}\right).
\end{equation}
At $1000~\mathrm{cm^{-1}}$, keeping the ions outside 10 bohr takes $L\ge132.4$, which with $L^2=J(J+1)$ means $J\ge132$. Because the pair is heavy, states of small $J$ go deep into the short-range region.

For $J=200$ the closest approach is about 24.65 bohr. The diagonalization then gives $\nu=316.999$ for the level nearest $1000~\mathrm{cm^{-1}}$, which is 317 within the grid error of $0.001$: in the model the wall is not felt and the Coulomb label is restored. In the molecule this orbit still passes the covalent crossing near 36 bohr found below; staying outside 36 bohr would take $J\ge235$.

The proton still polarizes the hydride ion. Its field $1/R^2$ lowers the energy by $\alpha/(2R^4)$, where $\alpha$ is roughly 200 atomic units. Write $\nu=n-\delta$, with $\delta$ the quantum defect. To first order the level falls by $D\delta$, so $D\delta=(\alpha/2)\langle R^{-4}\rangle$, with the average taken over the classical orbit. Use $dt=\mu R^2d\varphi/L$ and the orbit equation $R=a(1-e^2)/(1+e\cos\varphi)$:
\begin{align}
\langle R^{-4}\rangle
&=\frac{\mu}{LT}\int_0^{2\pi}\frac{(1+e\cos\varphi)^2}{a^2(1-e^2)^2}\,d\varphi
=\frac{2\pi\mu}{LT}\,\frac{1+e^2/2}{a^2(1-e^2)^2}\nonumber\\
&=\frac{1+e^2/2}{a^4(1-e^2)^{5/2}},
\end{align}
since $2\pi\mu/(LT)=1/(a^2\sqrt{1-e^2})$. Insert $1-e^2=L^2/(\mu a)$ and $D=1/\sqrt{\mu a^3}$. The powers of $a$ outside the numerator cancel:
\begin{equation}
\delta=\frac{\alpha\mu^3}{2L^5}\left(1+\frac{e^2}{2}\right).
\end{equation}
For $J=200$, with $L^2=J(J+1)$, this gives $\delta=0.311$. Diagonalization with the polarization term gives $\nu=317.684$, hence $\delta=0.316$ for the level $n=318$, with the same grid error (the converged value is $\delta=0.3155$). So even an orbit that stays beyond 24 bohr has a visible quantum defect. The number belongs to the model. It is proportional to $\alpha$, so a change of 3\% in $\alpha$ moves it by $0.01$. Also, $\alpha/(2R^4)$ is only the leading term: the hydride ion is diffuse, and near 25 bohr higher multipoles and mixing with covalent states add to it.

Its effect on the spacing is small. Since $e^2=1-2BL^2/\mu$ and $dB/d\nu=-D$,
\begin{equation}
\frac{d\delta}{d\nu}=\frac{\alpha\mu^2D}{2L^3}\approx3\times10^{-4}.
\end{equation}
From $n=\nu+\delta$, the spacing is $dE/dn=D/(1+d\delta/d\nu)$, lower than $D$ by about 0.03\%.

\paragraph{Covalent states.} The hydride ion is in a $^1S$ state and the proton has no electrons, so the ion pair forms only $^1\Sigma_g^+$ and $^1\Sigma_u^+$ states, one for each combination of the two ways to place the charges. Without relativity, only singlet covalent states can interfere. Those of the same $\Sigma^+$ symmetry mix directly, and rotation can also couple in $^1\Pi$ states of the same $g$ or $u$ character.

The energies show where this mixing can matter. Two neutral atoms, $\mathrm{H}(1s)+\mathrm{H}(N)$, have energy $-\frac12-1/(2N^2)$ at large separation. The free ions have $-\frac12-A$, with $A$ the electron affinity of hydrogen, roughly $0.75$ eV. The covalent threshold thus lies $\Delta_N=1/(2N^2)-A$ below the ion-pair limit. If the covalent curve is taken as flat, $-1/R$ crosses it at $R_N=1/\Delta_N$, provided $\Delta_N>0$.

For $N=1$ this gives about 2 bohr, where neither the point-charge curve nor the flat curve holds, so the number has no quantitative meaning and is left out of the count below; two ground-state atoms nevertheless lie below every level considered here. It gives about 10 bohr for $N=2$ (11 bohr if the polarization term is added to $-1/R$) and 36 bohr for $N=3$. For $N=4$ two nearly equal energies are subtracted, and changing $A$ from $0.745$ to $0.755$ eV moves the crossing from 258 to 285 bohr. For $N=5$ the threshold lies above the ion-pair limit.

The $J=0$ orbit reaches $1/B$, so it contains the crossing when $1/B>1/\Delta_N$, that is, when $B<\Delta_N$. This is also the condition for the level to lie above the covalent threshold, so that dissociation into those atoms is allowed by energy. At $1000~\mathrm{cm^{-1}}$ the orbit ends at 219 bohr: it contains the $N=2$ and $N=3$ crossings but not the one for $N=4$. At 100 and $10~\mathrm{cm^{-1}}$ it contains all three.

Ion-pair levels are therefore resonances, which can decay into neutral atoms and possibly by ejecting an electron. The estimate gives their local spacing at a given binding. It gives neither their exact positions, which depend on the short-range forces, nor their lifetimes. For one value of $J$ and one $g$ or $u$ character, a series with spacing close to $D$ can be expected only where the short-range correction of part (c) is small, the widths are much smaller than $D$ and the couplings do not shift neighbouring levels irregularly. To decide whether a given state of the molecule meets these conditions, one needs its short-range forces and coupling strengths, which the Coulomb model does not contain. The computed values are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
proton mass: 1836.15267 electron masses
reduced mass mu: 918.5761 electron masses
sqrt(mu): 30.308
Rydberg constant of the ion pair: 1.00802e+08 cm^-1
1 hartree: 219474.631 cm^-1; atomic time unit: 2.418884e-05 ps
H+ H- at given binding (f = missing fraction, 10 bohr wall):
 B=10 cm^-1: B=4.55634e-05 hartree, nu=3174.93
   spacing=0.006299 cm^-1, period=5295 ps
   outer turning point=21947 bohr, f=0.000413 percent
 B=100 cm^-1: B=4.55634e-04 hartree, nu=1004.00
   spacing=0.1992 cm^-1, period=167.4 ps
   outer turning point=2194.7 bohr, f=0.0131 percent
 B=1000 cm^-1: B=4.55634e-03 hartree, nu=317.49
   spacing=6.299 cm^-1, period=5.295 ps
   outer turning point=219.47 bohr, f=0.419 percent
 B=10000 cm^-1: B=4.55634e-02 hartree, nu=100.40
   spacing=199.2 cm^-1, period=0.1674 ps
   outer turning point=21.947 bohr, f=15.5 percent
Electron (mass 1) at B=1000 cm^-1:
   nu=10.476, spacing=190.92 cm^-1, period=0.1747 ps
   centred difference exceeds spacing by 0.457 percent
Wall model, J=0, diagonalized gap nearest the stated binding:
 near 1000 cm^-1: gap centre at binding 997.59 cm^-1
   gap=6.3028, simple=6.2766, corrected=6.3029 cm^-1
 near 10000 cm^-1: gap centre at binding 9991.05 cm^-1
   gap=235.2399, simple=198.9354, corrected=235.2669 cm^-1
Wave packet at 1000 cm^-1, energy spread 10 cm^-1, wall model:
   first return=5.2753 ps, T(1-f)=5.2731 ps
   return probability=0.9890
L for closest approach 10 bohr at 1000 cm^-1: 132.4 hbar
J=200 without polarization: nu=316.999
J=200 with rough polarizability 200 a.u.: nu=317.684
   closest approach=24.6 bohr
   defect solved=0.316, formula=0.311
Covalent crossings, rough affinity 0.75 eV:
   N=2: 10 bohr, N=3: 36 bohr
   N=4: 258 to 285 bohr for affinity 0.745 to 0.755 eV
\end{verbatim}
